# Ideal Memristors: Singular DC Jacobians and the Role of Initial State

## A symmetry of the current-free memristor

An ideal charge-controlled memristor has the two equations

$$v=M(q)\,i,\qquad \frac{dq}{dt}=i .$$

Here $v$ is the voltage across the device, $i$ the current through it, and $q$ a state variable that counts the charge passed. The memristance $M(q)$ is a finite, smooth function. When $i=0$, the first equation gives $v=0$ for every $q$. In the static equations a current-free memristor therefore looks the same whatever it remembers: shifting $q$ to $q+a$ changes no voltage and no current. A small probing signal would still distinguish states with different $M(q)$, because its response depends on the memristance.

Let $\mathbf F(i,q)=0$ denote the circuit equations with time derivatives set to zero. The symmetry says $\mathbf F(0,q+a)=\mathbf F(0,q)$. Differentiating with respect to $a$ at $a=0$ gives

$$\left.\frac{\partial\mathbf F}{\partial q}\right|_{i=0}=0 .$$

The Jacobian is the matrix of derivatives of the equations with respect to the unknowns, and its column belonging to $q$ vanishes at zero current. A square matrix with a zero column is singular. It remains to see why DC analysis forces zero current, and what information restores the missing rank.

The algebra below contains no physical constants and holds in any consistent units, atomic units included. The numbers use V, mA, kΩ, µC, ms and µF, which are consistent because kΩ·mA = V, mA·ms = µC and kΩ·µF = ms.

## The two contributions to the DC Jacobian

Connect a source $V$, a resistor $R$ and the memristor in series. Count $i$ positive in the direction that increases $q$. Kirchhoff's voltage law and the state equation at $dq/dt=0$ give the residuals

$$F_1=[R+M(q)]\,i-V,\qquad F_2=-i .$$

With the unknowns ordered as $(i,q)$, differentiation gives

$$J_{\rm DC}=\begin{pmatrix}R+M(q)&M'(q)i\\-1&0\end{pmatrix}.$$

The voltage law contributes the entry $M'(q)i$, the change of voltage caused by a change of state at fixed current. The state equation contributes a zero, because the rate of change of $q$ depends on the current and not on $q$. The determinant is

$$\det J_{\rm DC}=[R+M(q)]\cdot0-[M'(q)i](-1)=M'(q)\,i .$$

All the information about $q$ thus comes through the voltage law, with a weight proportional to the current. The state equation demands that this current be zero. The Jacobian may be regular at a trial point with $i\ne0$ and $M'\ne0$, but it is singular at every DC solution.

The same holds for a nonlinear law $v=g(q,i)$ with $g(q,0)=0$, since then $\partial g/\partial q=0$ at $i=0$. Nor does a conductance $G$ in parallel with the memristor help. It adds a current $Gv$ to a node equation, and this term does not contain $q$.

The dual device, with $i=W(\phi)v$ and $d\phi/dt=v$, behaves in the same way. DC requires $v=0$, and the column for its flux $\phi$ contains $W'(\phi)v=0$.

In a larger network each ideal memristor contributes one zero column at a DC solution, so the number of lost ranks is at least the number of memristors. A network with two memristors, each in series with a capacitor and both fed from a resistive divider, has seven unknowns in the formulation used here. Its computed rank is 5, so two ranks are lost.

## What Newton's method does

Newton's method solves $J\,\delta=-\mathbf F$ for a correction $\delta=(\delta i,\delta q)$. Start from a guess $(i_g,q_g)$ with $M'(q_g)i_g\ne0$. The second row reads

$$-\delta i=i_g,\qquad\text{so}\qquad \delta i=-i_g .$$

A full step therefore lands on $i=0$. The first row reads

$$[R+M(q_g)]\delta i+M'(q_g)i_g\,\delta q=V-[R+M(q_g)]i_g .$$

Inserting $\delta i=-i_g$ cancels the resistive terms on the two sides and leaves

$$\delta q=\frac{V}{M'(q_g)i_g}.$$

The next matrix has a zero second column. What this means depends on the source.

If $V\ne0$, the equations have no solution: $F_2=0$ requires $i=0$, and then $F_1=-V\ne0$. Physically, a constant voltage across this loop keeps driving charge, so the state never becomes stationary. If $V=0$, every $q$ solves the equations. The correction is then $\delta q=0$, and Newton's method returns the charge it was given as a guess. Singularity thus accompanies either no solution or a continuum of solutions.

For numbers, take the linear law

$$M(q)=R_{\rm off}-(R_{\rm off}-R_{\rm on})\frac{q}{Q},\qquad0\le q\le Q,$$

with $R_{\rm on}=1$ kΩ, $R_{\rm off}=10$ kΩ and $Q=10$ µC. Then $M'=-0.9$ kΩ/µC. Let $V=1$ V, $R=1$ kΩ and $q_g=5$ µC, so that $M(q_g)=5.5$ kΩ. A natural current guess is

$$i_g=\frac{1}{1+5.5}\ \text{mA}=0.1538\ \text{mA}.$$

The determinant at the guess is $(-0.9)(0.1538)=-0.1385$ kΩ/ms. The charge correction is $1/(-0.1385)=-7.22$ µC, which moves the state to $-2.22$ µC, outside the allowed range. The current is now zero and the rank has fallen from 2 to 1. Appending the residual as an extra column raises the rank back to 2, which confirms that the linear equations are inconsistent. With $V=0$, guesses of 2 and 7 µC are returned as 2 and 7 µC.

## What the initial state contributes

Integrating the state equation gives

$$q(t)=q_0+\int_0^t i(t')\,dt' .$$

The constant $q_0$ disappears on differentiation. An equation that contains only $dq/dt$ cannot recover it. At the start of a transient, therefore, replace the demand $dq/dt=0$ by the datum $q=q_0$:

$$F_1=[R+M(q)]i-V,\qquad F_2=q-q_0 .$$

The Jacobian and its determinant become

$$J_0=\begin{pmatrix}R+M(q)&M'(q)i\\0&1\end{pmatrix},\qquad\det J_0=R+M(q).$$

The new row supplies the information about $q$ directly, with weight one, whatever the current. If $R+M(q_0)\ne0$, the solution is

$$q(0)=q_0,\qquad i(0)=\frac{V}{R+M(q_0)} .$$

For $q_0=5$ µC the determinant is $1+5.5=6.5$ kΩ and the current is 0.154 mA. This point is not a steady state, because $dq/dt=i(0)\ne0$. The initial condition has replaced the question "where does the circuit rest?" by "where does it start?", and the second question has an answer.

The condition $R+M(q_0)\ne0$ is satisfied by a passive memristor with $M>0$ and a resistor with $R\ge0$. In a larger circuit the remaining equations must also be regular, and capacitors and inductors need their own initial data.

## One history for each constant

The constant matters at all later times. Since $i=dq/dt$, the loop equation is

$$[R+M(q)]\frac{dq}{dt}=V .$$

Integrating from 0 to $t$ at constant $V$ gives

$$Vt=R\,(q-q_0)+\int_{q_0}^{q}M(s)\,ds .$$

For the linear law put $s=q-q_0$ and $A=R+M(q_0)$, and write $B=|M'|$ for the decreasing memristance. The integral then gives

$$Vt=As-\tfrac12Bs^2,\qquad s=\frac{A-\sqrt{A^2-2BVt}}{B}.$$

The minus sign before the root is chosen because $s=0$ at $t=0$. The formula applies until $q=Q$, where the linear law ends.

After 10 ms with $q_0=5$ µC,

$$s=\frac{6.5-\sqrt{42.25-18}}{0.9}\ \text{µC}=1.75\ \text{µC},$$

so $q=6.75$ µC and the current is 0.203 mA. With $q_0=3$ µC and the same source, resistor and elapsed time, $q=4.30$ µC and the current is 0.140 mA. Direct integration of the differential equation agrees with the integrated loop equation in both cases. Two circuits with identical components carry different currents because their initial states differ.

## The contribution of a finite time step

A transient simulator replaces the derivative by a difference. Backward Euler with step $h$ and previous charge $q_0$ uses

$$F_2=\frac{q-q_0}{h}-i .$$

Its Jacobian is

$$J_h=\begin{pmatrix}R+M&M'i\\-1&1/h\end{pmatrix},\qquad\det J_h=\frac{R+M}{h}+M'i .$$

The first term comes from memory of the previous charge; the second is the DC determinant. At the starting point a 1 ms step makes them 6.5 and $-0.138$ kΩ/ms, so memory dominates. As $h\to\infty$ at fixed $q$ and $i$ the first term disappears and the DC determinant returns.

If $M'i<0$, the two terms can cancel at a finite step. To find where, eliminate $i=s/h$ from the loop equation:

$$(A-Bs)s=hV .$$

The left side is largest when its derivative $A-2Bs$ is zero, at $s=A/(2B)$. Its maximum is $A^2/(4B)$, so a real solution requires

$$h\le h_*=\frac{A^2}{4BV} .$$

At $h_*$ two solutions merge and the determinant vanishes. In the example $s=6.5/1.8=3.61$ µC, so $q=8.61$ µC, which is inside the allowed range, and $h_*=42.25/3.6=11.7$ ms.

This second singularity belongs to the discretization. The differential equation itself continues smoothly until $q=Q$, which happens at $(6.5)(5)-\tfrac12(0.9)(5^2)=21.25$ ms. A known initial state makes the starting problem regular, but it does not make an arbitrarily long time step solvable.

## A second case: a capacitor blocks the current

A capacitor $C$ in series gives the circuit a resting point even when $V\ne0$. Its voltage $v_C$ obeys

$$[R+M(q)]i+v_C=V,\qquad\frac{dq}{dt}=i,\qquad C\frac{dv_C}{dt}=i .$$

At DC, $i=0$ and $v_C=V$, while $q$ is free. The state equation and the capacitor equation both say $i=0$, so one condition has been lost. The three-by-three Jacobian has rank 2, and its null vector points along $q$.

The lost condition can be found before the derivatives are discarded. Subtracting the capacitor equation from the state equation gives

$$\frac{d}{dt}(q-Cv_C)=0 .$$

Therefore $q-Cv_C$ keeps its initial value. At rest $v_C=V$, and hence

$$q_{\rm final}=q_0+C\,[V-v_C(0)] .$$

Replacing one of the duplicate DC equations by this conservation law gives, for the unknowns $(i,q,v_C)$ at $i=0$,

$$J=\begin{pmatrix}R+M&0&1\\1&0&0\\0&1&-C\end{pmatrix},\qquad\det J=1 .$$

The determinant follows by expansion along the second row: the cofactor sign is $-1$ and the remaining minor is $0\cdot(-C)-1\cdot1=-1$.

Take $C=3$ µF, initially uncharged, with $V$ and $R$ as before. The transferred charge is $3\times1=3$ µC. Initial states of 3 and 5 µC end at 6 and 8 µC, and integration of the transient gives these same values. Both end points satisfy the same DC equations. The initial data select between them, and the result is a true steady state.

## Two changes that alter the question

**A leak in the state.** Replace $dq/dt=i$ by

$$\frac{dq}{dt}=i-\frac{q}{\tau}.$$

At DC this gives $i=q/\tau$. With $V=0$ the loop equation becomes $[R+M(q)]q/\tau=0$, so $q=0$ when $R+M>0$. The determinant there is $[R+M(0)]/\tau$, which is nonzero. The matrix has become regular because the device now forgets. With $\tau=1000$ ms, a DC calculation started from zero current and 5 µC returns zero. Some other current guesses lead Newton's method to 12.2 µC, where the linear law gives $R+M=0$; this root lies outside the allowed range and has no physical meaning. The leak has not found the stored state; it has erased it.

Under bias the leak need not even provide a solution. The DC condition is $[R+M(q)]q=V\tau$. For the linear law the left side is $(11-0.9q)q$, with maximum $11^2/3.6=33.6$ kΩ·µC, while the right side is 1000 in the same units. No DC state exists for these values.

**A window at the film boundaries.** Let $x=q/Q$ in the memristance, but replace the state equation by

$$\frac{dx}{dt}=\frac{i}{Q}f(x),\qquad f(x)=4x(1-x).$$

The factor $f$ stops the motion at $x=0$ and $x=1$. Under bias these ends are DC solutions with $i=V/(R+M)\ne0$. With $F_2=-if/Q$ and $f=0$ at the end, the determinant is

$$\det J=[R+M]\left(-\frac{if'}{Q}\right)=-\frac{Vf'}{Q}.$$

Since $f'(0)=4$ and $f'(1)=-4$, it equals $-0.4$ and $+0.4$ V/µC respectively. Both ends are regular roots. A small displacement obeys $d(\delta x)/dt=(if'/Q)\delta x$, so for $i>0$ the end $x=1$ is stable and $x=0$ is unstable. A DC solver can converge to either, since Newton's method does not test stability in time.

The absence of a singularity does not contradict the earlier result. The charge actually passed between $x=1/2$ and $x$ is

$$\int i\,dt=Q\int_{1/2}^{x}\frac{ds}{4s(1-s)}=\frac Q4\ln\frac{x}{1-x},$$

which diverges at both ends. The regular DC points lie at infinite passed charge. Transients started at $x=0.05$ and $x=0.50$ both approach $x=1$, so the long-time answer has lost the initial state. With zero bias the current is zero, every $x$ is again allowed, and the singularity returns.

## Weighing the model against a titanium-dioxide junction

The parameters describe a titanium-dioxide laboratory junction in the linear-drift picture and are rough. The film has thickness $L=10$ nm. Its doped part, of length $xL$ and resistance $xR_{\rm on}$, carries the field $iR_{\rm on}/L$. Ions of mobility $\mu$ move the boundary at the speed $\mu iR_{\rm on}/L$. Dividing by $L$ gives $dx/dt=i/Q$ with

$$Q=\frac{L^2}{\mu R_{\rm on}} .$$

For $\mu=10^{-10}$ cm²/Vs this is $10^{-12}/(10^{-10}\times10^3)$ C, or 10 µC.

**Diffusion** is neglected in the model, yet it limits retention because it acts even at zero bias. The Einstein relation for ions of charge $2e$ gives $D=\mu k_BT/(2e)$. With no ion flux through the electrodes, the slowest nonuniform profile varies as $\cos(\pi z/L)$, where $z$ is the position across the film, and decays in the time $L^2/(\pi^2D)$. At 300 K this is 78 ms. During 19.5 ms, the initial charging time $(R+M)C$ of the capacitor circuit, free diffusion alone would smear the boundary by $\sqrt{2Dt}=2.2$ nm. The boundary drifts 2.1 nm in the same time, and 3.0 nm by the end of the transient. For the current direction that grows the doped part, drift widens the front as well, because ions that stray into the undoped part meet a field up to ten times higher and run ahead; a reversed current drives them back and sharpens the front. A sharp boundary is therefore a poor quantitative description of this film.

Diffusion also changes the DC question. At zero bias, and if built-in fields are absent, it removes the freedom to store an arbitrary profile, since the profile relaxes to a uniform one. The total number of ions is still conserved when the electrodes block them, so it remains a datum that must be given. The sharp-boundary model does not describe blocking electrodes: its doped part keeps a fixed resistance per length as it grows, which requires ions to enter from an electrode.

For the same film to have a relaxation time of ten years at 300 K, its mobility at rest would have to be about $2.5\times10^{-20}$ cm²/Vs. The value used here is about $4\times10^9$ times larger. It therefore cannot represent a nonvolatile cell at rest. It could represent such a cell under drive only if the drive raised the mobility by this ratio.

**Field and heat** raise the mobility, but at this operating point, with the average field acting on the ions and a junction 5 µm wide, they do not account for such a ratio. Both assumptions matter: a local field about 15 times the average in the undoped part would supply the whole ratio. For a hop length of 0.3 nm, the hopping law raises the drift speed above its linear value by 0.5% in the doped part and by a factor 1.6 in the undoped part. Self-heating is estimated at 0.8 K for a junction 5 µm on a side, on 200 nm of oxide over silicon, with heat generated uniformly over the area. With an activation energy of 1 eV this multiplies the mobility by 1.11. That energy is an assumption closer to a cell at rest: with this hop length and an attempt frequency of $10^{12}$–$10^{13}$ s$^{-1}$ it gives only $10^{-18}$–$10^{-17}$ cm²/Vs at 300 K, while $10^{-10}$ cm²/Vs corresponds to 0.5–0.6 eV. The estimate depends strongly on the area. At the same power, with heat leaving only through the substrate, the rise is about 15 K for a 1 µm side, 170 K for 200 nm and 800 K for 50 nm, where heating alone would exceed the required ratio. A conducting filament would concentrate the heat in the same way. If the hop rate has this activation energy, operation at 358 K would multiply $D$ by about 530 and shorten the relaxation time by the same factor. The mobility $\mu=2eD/(k_BT)$ would rise by somewhat less, about 450; the output lists the Arrhenius factor alone as the mobility gain.

**Electrical limits** are less even. At the start, with $q_0=5$ µC, the undoped part carries 1.5 MV/cm, or 77% of an assumed breakdown field of 2 MV/cm. At constant voltage without the capacitor the current then rises, and the field $iR_{\rm off}/L$ reaches 2 MV/cm when $i=0.2$ mA, at $q=6.67$ µC and 9.6 ms. The later part of that run, including the 10 ms point and the arrival at $q=Q$, therefore illustrates the equations and does not predict what this film would do. In the capacitor circuit the current falls from its initial value, so the field stays below the assumed limit. Tunnelling across the initial 5 nm undoped part, with a 1 eV barrier and the free-electron mass, is of order $10^{-11}$–$10^{-10}$ mA, negligible beside 0.154 mA for these assumed values only: a 0.5 eV barrier with a mass of $0.4\,m_e$ gives about 0.3 mA, and a 0.3 eV barrier several mA or more. It grows steeply as the undoped part narrows and cannot be neglected near full switching. Barriers at the electrodes, which the ohmic law leaves out, can matter more. The ohmic law for the undoped part is itself doubtful. Thermionic emission over a 1 eV barrier would carry only about $4\times10^{-14}$ mA. For an electron mobility of 0.01–1 cm²/Vs and a relative permittivity near 50, the carrier density implied by $R_{\rm off}$ gives a screening length of 17–170 nm, longer than the film.

These estimates limit the predicted currents and switching times. They do not affect the algebraic result for the ideal device: its DC equations lack the datum that distinguishes one stored state from another, and the initial condition supplies it. The numerical output follows.

## Calculated quantities

```
ROUGH DEVICE VALUES AND CHOSEN CIRCUIT
film thickness: 10.0 nm; mobility: 1.0e-10 cm2/Vs
R_on: 1.0 kohm; R_off: 10.0 kohm; R: 1.0 kohm
source: 1.0 V; capacitor, when present: 3.0 uF
full-switching charge Q: 10.000 uC; initial charge: 5.000 uC
M(q0): 5.500 kohm; dM/dq: -0.900 kohm/uC
DC NEWTON ITERATION WITHOUT AN INITIAL STATE
guess current: 0.15385 mA; determinant: -0.13846 kohm/ms
after one step: current 0.0e+00 mA, charge -2.2222 uC
rank of next Jacobian: 1 of 2; with residual: 2
zero source, guesses returned: 2.000 and 7.000 uC
two-memristor network rank: 5 of 7
WITH INITIAL STATE
determinant: 6.500 kohm; initial current: 0.15385 mA
q(0)=3.000 uC: after 10.0 ms q=4.2959 uC, i=0.14018 mA
q(0)=5.000 uC: after 10.0 ms q=6.7506 uC, i=0.20307 mA
backward-Euler fold from q0: step 11.736 ms, q=8.611 uC
SERIES CAPACITOR, INITIALLY UNCHARGED
q(0)=3.000 uC -> final q=6.0000 uC
q(0)=5.000 uC -> final q=8.0000 uC
ALTERED MODELS
leak time 1000 ms, zero source: DC charge 0.000 uC
window, x(0)=0.05 and 0.50: final x=1.00000, 1.00000
NEGLECTED EFFECTS (ROUGH ESTIMATES)
temperature: 300 K; ion charge: 2 e; hop: 0.3 nm
diffusive relaxation time: 78.4 ms
initial capacitor charging time: 19.50 ms
diffusive smear in that time: 2.25 nm; total drift: 3.00 nm
rest mobility for ten-year relaxation: 2.5e-20 cm2/Vs
field, doped part: 0.154 MV/cm; undoped: 1.538 MV/cm
hopping gain, doped: 1.005; undoped: 1.62
assumed breakdown: 2.0 MV/cm; fraction: 0.77
junction side: 5.0 um; oxide below: 200 nm on silicon
power: 0.1302 mW; heating: 0.82 K
activation: 1.0 eV; mobility gain by heating: 1.11
mobility gain at 358 K: 534
tunnel barrier: 1.0 eV; gap: 5.0 nm; exponent: 39.5
generous tunnelling-current estimate: 2.2e-11 mA
```
